**Gated sheet plasmon: dispersion, velocity and limits**

The program examines the plasmon of an electron sheet with density $n$ and band mass $m$, at distance $d$ from a metal gate across a spacer of relative permittivity $\varepsilon_b$. Its long-wave velocity is $s=\sqrt{ne^2d/(m\varepsilon_b\varepsilon_0)}$, which is $3.99\times10^5$ m/s for the example. The program asserts that the sheet potential agrees with a grid solution of Poisson's equation, for isotropic and uniaxial dielectrics. It also asserts that the dispersion agrees with modes found from the forces between charged strips and their gate images. Between $qd=0.01$ and $0.02$, where $q$ is the wave number, those modes have a logarithmic slope of 0.993, close to the linear value of one. Further assertions cover the small-$q$ expansion, the damping threshold, the kinetic correction, the exchange integral and the lattice energy. The output shows a damped oscillation at $qd=0.1$ for a mobility of 5000 $\mathrm{cm^2/Vs}$, and a value of $\Omega\tau$ far below the threshold of one half for 50 $\mathrm{cm^2/Vs}$, where $\Omega$ is the undamped angular frequency and $\tau$ the relaxation time. The exchange and lattice-correlation shifts, $-2.3\%$ and $-6.0\%$ of $s$, are estimates of scale and not a many-body solution.

## Numerical verification

```python
"""
Plasmon of a two-dimensional electron sheet near a metal gate.
Result under test:
  omega^2 = n e^2 q / (m eps0 [eps_top + eps_spacer coth(q d)])
  omega -> s q, s = sqrt(n e^2 d/(m eps_spacer eps0)), when q d is small.
n: areal density; m: band mass; d: gate distance; q: wave number;
eps_top, eps_spacer: relative permittivities; tau: relaxation time.
Tests use Poisson grids, forces between charges, quadrature and lattice sums.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import j1

e, hbar, kB = const.e, const.hbar, const.k
eps0, m0, c = const.epsilon_0, const.m_e, const.c

# Chosen model inputs
density = 1e16
mass_ratio = 0.5
mass = mass_ratio * m0
distance = 10e-9
eps_rel = 4.0
permittivity = eps_rel * eps0
flavours = 4
qd_work = 0.1
q_work = qd_work / distance
mobility_cold = 0.5       # m^2/(V s)
mobility_room = 0.005     # m^2/(V s)
T_cold, T_room = 4.0, 300.0
s = np.sqrt(density * e**2 * distance / (mass * permittivity))
assert 3.95e5 < s < 4.05e5


def sheet_kernel(q, d, top, spacer):
    """eps0*potential/charge density; each medium is (in-plane, normal)."""
    et = np.sqrt(top[0] * top[1])
    eb = np.sqrt(spacer[0] * spacer[1])
    stretch = np.sqrt(spacer[0] / spacer[1])
    return 1 / (q * (et + eb / np.tanh(q * d * stretch)))


def omega_formula(q, top=(eps_rel, eps_rel), spacer=(eps_rel, eps_rel)):
    kernel = sheet_kernel(q, distance, top, spacer)
    return np.sqrt(density * e**2 * q**2 * kernel / (mass * eps0))


# Poisson equation on a grid, lengths in nm
def grid_kernel(q, d, top, spacer, h=0.05, height=300.0):
    sheet = int(round(d / h))
    cells = sheet + int(round(height / h))
    normal = np.full(cells, top[1], dtype=float)
    inplane = np.full(cells, top[0], dtype=float)
    normal[:sheet] = spacer[1]
    inplane[:sheet] = spacer[0]
    band = np.zeros((3, cells - 1))
    band[1] = ((normal[:-1] + normal[1:]) / h
               + q**2 * h * (inplane[:-1] + inplane[1:]) / 2)
    band[0, 1:] = -normal[1:-1] / h
    band[2, :-1] = -normal[1:-1] / h
    source = np.zeros(cells - 1)
    source[sheet - 1] = 1.0
    return solve_banded((1, 1), band, source)[sheet - 1]


for top, spacer in [((1, 1), (4, 4)), ((4, 4), (4, 4)), ((7, 4), (7, 4))]:
    grid = grid_kernel(0.05, 10.0, top, spacer)
    formula = sheet_kernel(0.05, 10.0, top, spacer)
    assert abs(grid / formula - 1) < 2e-5


# Newtonian modes of narrow charged strips and their images in the gate
def omega_from_forces(q):
    spacing = distance / 1000
    x = spacing * np.arange(1, 1000001)
    image = 2 * distance
    stiffness = 1 / x**2 + (image**2 - x**2) / (x**2 + image**2)**2
    line_charge = e * density * spacing
    line_mass = mass * density * spacing
    total = np.sum(stiffness * 4 * np.sin(q * x / 2)**2)
    return np.sqrt(line_charge**2 * total
                   / (2 * np.pi * permittivity * line_mass))


for qd in (0.01, 0.1, 1.0):
    q = qd / distance
    assert abs(omega_from_forces(q) / omega_formula(q) - 1) < 5e-4
q_small = 0.01 / distance
force_low = omega_from_forces(q_small)
force_double = omega_from_forces(2 * q_small)
force_velocity = force_low / q_small
log_slope = np.log(force_double / force_low) / np.log(2)
assert abs(force_velocity / s - 1) < 0.006
assert abs(log_slope - 1) < 0.01
q_large = 10 / distance
ungated = np.sqrt(density * e**2 * q_large / (2 * mass * permittivity))
assert abs(omega_from_forces(q_large) / ungated - 1) < 0.003

# Small-q expansion with unequal dielectrics
x_small = 0.01
for ratio in (0.25, 0.5, 1.0):
    q = x_small / distance
    actual = omega_formula(q, top=(ratio * eps_rel, ratio * eps_rel)) / (s * q)
    series = (1 - ratio * x_small / 2
              + (3 * ratio**2 / 8 - 1 / 6) * x_small**2)
    assert abs(actual - series) < x_small**3

# Friction: eigenvalues of the linear equations of motion
omega_work = omega_formula(q_work)
tau_cold = mass * mobility_cold / e
tau_room = mass * mobility_room / e
mobility_min = e / (2 * mass * omega_work)


def damped_rates(mobility):
    # Time is measured in units of 1/omega_work to keep the matrix balanced.
    friction = e / (mass * mobility * omega_work)
    return np.linalg.eigvals(np.array([[0.0, 1.0], [-1.0, -friction]]))


omega_damped = np.sqrt(omega_work**2 - 1 / (4 * tau_cold**2))
rates = damped_rates(mobility_cold)
assert abs(np.max(rates.imag) * omega_work / omega_damped - 1) < 1e-10
assert np.max(np.abs(damped_rates(1.01 * mobility_min).imag)) > 0.01
assert np.max(np.abs(damped_rates(0.99 * mobility_min).imag)) < 1e-10
assert np.max(np.abs(damped_rates(mobility_room).imag)) < 1e-10

# Collisionless motion of degenerate carriers
kF = np.sqrt(4 * np.pi * density / flavours)
vF = hbar * kF / mass
fermi_energy = (hbar * kF)**2 / (2 * mass)
dos = flavours * mass / (2 * np.pi * hbar**2)
alpha = e**2 * distance * dos / permittivity
angles = 2 * np.pi * np.arange(2000) / 2000


def kinetic_root(strength):
    def balance(u):
        response = np.mean(np.cos(angles) / (u - np.cos(angles)))
        return strength * response - 1
    return brentq(balance, 1.02, 100)


for strength in (2.0, alpha):
    closed = (1 + strength) / np.sqrt(1 + 2 * strength)
    assert abs(kinetic_root(strength) / closed - 1) < 1e-8
kinetic_velocity = vF * kinetic_root(alpha)
assert abs(kinetic_velocity**2 / (s**2 + 0.75 * vF**2) - 1) < 1e-4


def mean_vx2(temperature):
    thermal = kB * temperature
    eta = np.log(np.expm1(density / (dos * thermal)))
    upper = max(eta, 0) + 40
    integral = quad(lambda x: x / (np.exp(x - eta) + 1), 0, upper,
                    points=[max(eta, 1)], limit=200)[0]
    return dos * thermal**2 * integral / (density * mass)


assert abs(mean_vx2(0.5) / (vF**2 / 4) - 1) < 0.003
assert abs(mean_vx2(3000) / (kB * 3000 / mass) - 1) < 0.005
# A distant Gaussian velocity distribution tests the thermal coefficient.
u_test = 20.0
gaussian = quad(lambda v: np.exp(-v*v/2) / np.sqrt(2*np.pi)
                / (1 - v / u_test)**2, -9, 9, epsabs=1e-12)[0]
assert abs((gaussian - 1) * u_test**2 - 3) < 0.06
thermal_cold = 1.5 * mean_vx2(T_cold) / s**2
thermal_room = 1.5 * mean_vx2(T_room) / s**2

# Exchange scale; the quadrature uses the same-spin, same-valley hole
hole = quad(lambda x: (j1(x) / x)**2, 1e-10, 200, limit=1000)[0]
assert abs(hole - 4 / (3 * np.pi)) < 1e-5
coulomb = e**2 / (4 * np.pi * permittivity)
exchange_energy = -4 / (3 * np.pi) * coulomb * kF
capacitor_stiffness = mass * s**2
exchange_shift = np.sqrt(1 + 0.75 * exchange_energy / capacitor_stiffness) - 1


# Static triangular lattice, with unit lattice spacing and gate images
def lattice_coefficient(image_distance, radius=450):
    i = np.arange(-550, 551)
    a, b = np.meshgrid(i, i)
    r2 = (a*a + a*b + b*b).ravel().astype(float)
    r = np.sqrt(r2[(r2 > 0) & (r2 < radius**2)])
    n_cell = 2 / np.sqrt(3)
    total = np.sum(1/r - 1/np.sqrt(r*r + image_distance**2))
    total -= 1 / image_distance
    total += 2*np.pi*n_cell*(np.sqrt(radius**2 + image_distance**2) - radius)
    energy = 0.5 * (total - 2*np.pi*n_cell*image_distance)
    return energy / np.sqrt(n_cell)


lattice_spacing = np.sqrt(2 / (np.sqrt(3) * density))
image_scaled = 2 * distance / lattice_spacing
lattice_coeff = lattice_coefficient(image_scaled)
assert abs(lattice_coeff - lattice_coefficient(1.5 * image_scaled)) < 2e-4
lattice_energy = lattice_coeff * coulomb * np.sqrt(density)


def energy_density(n):
    return lattice_coeff * coulomb * n**1.5


step = density * 1e-3
curvature = (energy_density(density + step) - 2*energy_density(density)
             + energy_density(density - step)) / step**2
assert abs(density * curvature / (0.75 * lattice_energy) - 1) < 1e-5
lattice_shift = np.sqrt(1 + 0.75 * lattice_energy / capacitor_stiffness) - 1
bohr = 4*np.pi*permittivity*hbar**2 / (mass*e**2)
rs = 1 / (np.sqrt(np.pi * density) * bohr)

# Other limits of the model
air_velocity = omega_formula(q_work, top=(1, 1)) / q_work
uniaxial = omega_formula(q_work, top=(7, 4), spacer=(7, 4))
uniaxial_shift = uniaxial / omega_work - 1
centroid_offset = 0.3e-9
thickness_shift = np.sqrt(1 + centroid_offset / distance) - 1
field = e * density / permittivity
gate_drop = field * distance
barrier, barrier_mass = 3.0, 0.5 * m0
tunnel_exponent = 2 * quad(
    lambda z: np.sqrt(2*barrier_mass*e*(barrier - field*z)) / hbar,
    0, distance)[0]
retardation = s * np.sqrt(eps_rel) / c
recoil_ratio = hbar * q_work**2 / (2 * mass * omega_work)
assert gate_drop < barrier and retardation < 0.01 and recoil_ratio < 0.01


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Density", density / 1e4, "cm^-2")
show("Band mass", mass_ratio, "free-electron masses")
show("Gate distance", distance * 1e9, "nm")
show("Relative permittivity, both sides", eps_rel)
show("Long-wave plasmon velocity s", s, "m/s")
show("Velocity from strip forces at qd=0.01", force_velocity, "m/s")
show("Log slope from strip forces, qd=0.01 to 0.02", log_slope)
show("Working qd", qd_work)
show("Working wave number", q_work * 1e-9, "nm^-1")
show("Working wavelength", 2*np.pi/q_work*1e9, "nm")
show("Working phase velocity", omega_work/q_work, "m/s")
show("Finite-qd velocity shift", 100*(omega_work/(s*q_work)-1), "%")
show("Working angular frequency", omega_work*1e-12, "rad/ps")
show("Working frequency, no damping", omega_work/(2*np.pi)*1e-12, "THz")
show("Working phase velocity with air on top", air_velocity, "m/s")
show("Cold temperature", T_cold, "K")
show("Assumed cold mobility", mobility_cold*1e4, "cm2/Vs")
show("Cold relaxation time", tau_cold*1e12, "ps")
show("Cold omega times tau", omega_work*tau_cold)
show("Cold damped frequency", omega_damped/(2*np.pi)*1e-12, "THz")
show("Cold lower qd threshold from s", distance/(2*s*tau_cold))
show("Least mobility for oscillation at working q", mobility_min*1e4, "cm2/Vs")
show("Rough room-temperature mobility", mobility_room*1e4, "cm2/Vs")
show("Room omega times tau", omega_work*tau_room)
show("Spin-valley degeneracy", flavours)
show("Fermi energy", fermi_energy/e*1000, "meV")
show("Thermal energy at 4 K", kB*T_cold/e*1000, "meV")
show("Thermal energy at 300 K", kB*T_room/e*1000, "meV")
show("Fermi velocity", vF, "m/s")
show("Kinetic strength alpha", alpha)
show("Zero-temperature kinetic velocity", kinetic_velocity, "m/s")
show("Zero-temperature kinetic shift", 100*(kinetic_velocity/s-1), "%")
show("Kinetic shift estimate at 4 K", 100*thermal_cold, "%")
show("Kinetic shift estimate at 300 K", 100*thermal_room, "%")
show("Interaction parameter rs", rs)
show("Capacitor stiffness m s^2", capacitor_stiffness/e*1000, "meV")
show("Exchange energy per electron", exchange_energy/e*1000, "meV")
show("Exchange velocity shift estimate", 100*exchange_shift, "%")
show("Lattice energy coefficient", lattice_coeff)
show("Lattice correlation energy per electron", lattice_energy/e*1000, "meV")
show("Lattice-correlation velocity shift estimate", 100*lattice_shift, "%")
show("Uniaxial test permittivity, in-plane", 7.0)
show("Uniaxial test permittivity, normal", 4.0)
show("Uniaxial velocity shift at working q", 100*uniaxial_shift, "%")
show("Assumed charge-centroid offset", centroid_offset*1e9, "nm")
show("Centroid-offset velocity shift", 100*thickness_shift, "%")
show("Gate field for full density", field*1e-8, "MV/cm")
show("Spacer voltage drop", gate_drop, "V")
show("Assumed tunnelling barrier", barrier, "eV")
show("Assumed barrier mass", barrier_mass/m0, "free-electron masses")
show("Tunnelling exponent", tunnel_exponent)
show("Retardation ratio s sqrt(eps)/c", retardation)
show("Quantum recoil to plasmon frequency ratio", recoil_ratio)
print("all assertions hold")
```

Output:

```
Density: 1e+12 cm^-2
Band mass: 0.5 free-electron masses
Gate distance: 10 nm
Relative permittivity, both sides: 4
Long-wave plasmon velocity s: 3.989e+05 m/s
Velocity from strip forces at qd=0.01: 3.969e+05 m/s
Log slope from strip forces, qd=0.01 to 0.02: 0.9928
Working qd: 0.1
Working wave number: 0.01 nm^-1
Working wavelength: 628.3 nm
Working phase velocity: 3.798e+05 m/s
Finite-qd velocity shift: -4.798 %
Working angular frequency: 3.798 rad/ps
Working frequency, no damping: 0.6044 THz
Working phase velocity with air on top: 3.934e+05 m/s
Cold temperature: 4 K
Assumed cold mobility: 5000 cm2/Vs
Cold relaxation time: 1.421 ps
Cold omega times tau: 5.398
Cold damped frequency: 0.6018 THz
Cold lower qd threshold from s: 0.008818
Least mobility for oscillation at working q: 463.1 cm2/Vs
Rough room-temperature mobility: 50 cm2/Vs
Room omega times tau: 0.05398
Spin-valley degeneracy: 4
Fermi energy: 2.394 meV
Thermal energy at 4 K: 0.3447 meV
Thermal energy at 300 K: 25.85 meV
Fermi velocity: 4.104e+04 m/s
Kinetic strength alpha: 189
Zero-temperature kinetic velocity: 4.005e+05 m/s
Zero-temperature kinetic shift: 0.3964 %
Kinetic shift estimate at 4 K: 0.4238 %
Kinetic shift estimate at 300 K: 8.773 %
Interaction parameter rs: 13.33
Capacitor stiffness m s^2: 452.4 meV
Exchange energy per electron: -27.08 meV
Exchange velocity shift estimate: -2.271 %
Lattice energy coefficient: -1.961
Lattice correlation energy per electron: -70.58 meV
Lattice-correlation velocity shift estimate: -6.032 %
Uniaxial test permittivity, in-plane: 7
Uniaxial test permittivity, normal: 4
Uniaxial velocity shift at working q: -1.54 %
Assumed charge-centroid offset: 0.3 nm
Centroid-offset velocity shift: 1.489 %
Gate field for full density: 0.4524 MV/cm
Spacer voltage drop: 0.4524 V
Assumed tunnelling barrier: 3 eV
Assumed barrier mass: 0.5 free-electron masses
Tunnelling exponent: 120.6
Retardation ratio s sqrt(eps)/c: 0.002661
Quantum recoil to plasmon frequency ratio: 0.003048
all assertions hold
```
